# Optimal damping for Hartree-Fock and hybrid self-consistent-field calculations: test program

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Optimal damping for self-consistent fields: result under test.
D = (D_alpha, D_beta) are relaxed density matrices (eigenvalues in [0,1]),
F(D) is the Fock matrix pair, P the aufbau projector pair of F(D), d = P - D.
Slope s = sum Tr F d <= 0; curvature c = sum Tr [F(P)-F(D)] d.
Hartree-Fock: the step min(1, -s/c) (1 if c <= -s) is the exact minimizer on
the segment and lowers E by at least step*|s|/2.
Hybrids: a cubic through end energies and slopes proposes the step, and a
sufficient-decrease test with backtracking makes the descent certain.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
ETA = 1e-4  # fraction of the linear decrease demanded by the safeguard


class System:
    """Orthonormal-basis Hamiltonian; xc maps D to (energy, potential)."""

    def __init__(self, h, eri, nocc, exx=1.0, xc=None):
        self.h, self.eri, self.nocc = h, eri, nocc
        self.exx, self.xc = exx, xc

    def energy_fock(self, D):
        total = D[0] + D[1]
        J = np.einsum('pqrs,rs->pq', self.eri, total)
        K = np.einsum('prqs,xrs->xpq', self.eri, D)
        energy = np.sum(self.h * total) + 0.5 * np.sum(J * total)
        energy -= 0.5 * self.exx * np.sum(K * D)
        fock = self.h + J - self.exx * K
        if self.xc is not None:
            exc, vxc = self.xc(D)
            energy, fock = energy + exc, fock + vxc
        return energy, fock


def aufbau(fock, nocc):
    """Projectors on the lowest orbitals and the smaller of the two gaps."""
    projectors, gaps = [], []
    for f, n in zip(fock, nocc):
        eps, C = np.linalg.eigh(f)
        projectors.append(C[:, :n] @ C[:, :n].T)
        gaps.append(eps[n] - eps[n - 1])
    return np.array(projectors), min(gaps)


def cubic_value(lam, delta, s0, s1):
    A, b = s0 + s1 - 2 * delta, 3 * delta - 2 * s0 - s1
    return s0 * lam + b * lam**2 + A * lam**3


def cubic_minimizer(delta, s0, s1):
    """Minimizer on [0,1] of the cubic with rise delta, end slopes s0<0, s1."""
    A, b = s0 + s1 - 2 * delta, 3 * delta - 2 * s0 - s1
    disc = b * b - 3 * A * s0
    if disc >= 0:
        den = b + np.sqrt(disc)
        if den > 0:
            lam = -s0 / den
            if lam < 1 and cubic_value(lam, delta, s0, s1) < delta:
                return lam
    return 1.0


def safeguarded_search(evaluate, e0, s0):
    """Return accepted step, number of evaluations, number of rejections."""
    right = 1.0
    e_r, s_r = evaluate(right)
    calls = 1
    trial = cubic_minimizer(e_r - e0, s0, s_r)
    for rejected in range(40):
        if trial == right:
            e_t, s_t = e_r, s_r
        else:
            e_t, s_t = evaluate(trial)
            calls += 1
        if e_t <= e0 + ETA * trial * s0:
            return trial, calls, rejected
        right, e_r, s_r = trial, e_t, s_t
        u = cubic_minimizer(e_r - e0, s0 * right, s_r * right)
        trial = right * min(max(u, 0.1), 0.5)
    raise RuntimeError("line search did not terminate")


def optimal_damping(system, D, tol, max_cycles, cubic=False):
    """History rows: energy, slope, step leaving this density, defect."""
    E, F = system.energy_fock(D)
    rows, builds, rejections = [], 1, 0
    for _ in range(max_cycles):
        P, gap = aufbau(F, system.nocc)
        d = P - D
        s = np.sum(F * d)
        virtual = sum(system.nocc) - np.sum(P * D)
        defect = np.trace(D[0] + D[1]) - np.sum(D * D)
        assert s < 1e-10
        assert virtual * gap <= -s + 1e-9
        assert defect <= 2 * virtual + 1e-9
        if -s < tol:
            rows.append((E, s, 0.0, defect))
            break
        if cubic:
            cache = {}

            def evaluate(lam):
                e, f = system.energy_fock(D + lam * d)
                cache[lam] = (e, f)
                return e, np.sum(f * d)

            lam, calls, rejected = safeguarded_search(evaluate, E, s)
            builds, rejections = builds + calls, rejections + rejected
            E_new, F_new = cache[lam]
        else:
            F_P = system.energy_fock(P)[1]
            builds += 1
            c = np.sum((F_P - F) * d)
            lam = 1.0 if c <= -s else -s / c
            # energy and Fock matrix again from the definition, as a test
            E_new, F_new = system.energy_fock(D + lam * d)
            assert abs(E_new - E - s * lam - 0.5 * c * lam**2) < 1e-10
            assert np.allclose(F_new, F + lam * (F_P - F), atol=1e-10)
            assert E - E_new >= 0.5 * lam * (-s) - 1e-11
        rows.append((E, s, lam, defect))
        D, E, F = D + lam * d, E_new, F_new
    rows = np.array(rows)
    assert -rows[-1, 1] < tol, "not converged"
    assert np.all(np.diff(rows[:, 0]) < 0), "energy did not fall"
    return D, F, rows, builds, rejections


def show(rows, name):
    picks = sorted(set(list(range(min(5, len(rows)))) + [len(rows) - 1]))
    for k in picks:
        print(f"{name} cycle {k}: E={rows[k,0]:.8f} Ha, "
              f"s={rows[k,1]:.3e} Ha, step={rows[k,2]:.4f}")


# ---------- two-site model, energies in units of the hopping ----------
hop, bias0, U = 1.0, 1.0, 6.0
h2 = np.array([[bias0 / 2, -hop], [-hop, -bias0 / 2]])
eri2 = np.zeros((2, 2, 2, 2))
eri2[0, 0, 0, 0] = eri2[1, 1, 1, 1] = U
dimer = System(h2, eri2, (1, 1))
start = aufbau(np.array([h2, h2]), (1, 1))[0]


def polarization(D):
    return D[0, 0, 0] - D[0, 1, 1]


D, pol, cycle_E = start, [], []
for _ in range(80):
    E, F = dimer.energy_fock(D)
    pol.append(polarization(D))
    cycle_E.append(E)
    D = aufbau(F, (1, 1))[0]
assert abs(pol[-1] - pol[-3]) < 1e-10 and abs(pol[-1] - pol[-2]) > 0.5

D_r, F_r, rows_r, _, _ = optimal_damping(dimer, start, 1e-10, 3000)


def closed_shell_energy(theta):
    v = np.array([np.cos(theta), np.sin(theta)])
    return 2 * v @ h2 @ v + U * np.sum(v**4)


best = minimize_scalar(closed_shell_energy, bounds=(0, np.pi / 2),
                       method='bounded', options={'xatol': 1e-10})
assert abs(rows_r[-1, 0] - best.fun) < 1e-8
# closed-shell model energy is convex, so |s| bounds the remaining error
assert np.all(rows_r[:, 0] - best.fun <= -rows_r[:, 1] + 1e-9)


def roothaan_map(m):
    n = np.diag([(1 + m) / 2, (1 - m) / 2])
    F = dimer.energy_fock(np.array([n, n]))[1]
    return polarization(aufbau(F, (1, 1))[0])


m_fix = polarization(D_r)
map_slope = -4 * hop**2 * U / ((bias0 + U * m_fix)**2 + 4 * hop**2)**1.5
fd = (roothaan_map(m_fix + 1e-4) - roothaan_map(m_fix - 1e-4)) / 2e-4
assert abs(fd - map_slope) < 1e-5 and map_slope < -1

broken = np.array([np.diag([1., 0.]), np.diag([0., 1.])])
rows_b = optimal_damping(dimer, broken, 1e-10, 3000)[2]
assert rows_b[-1, 0] < rows_r[-1, 0] - 0.1

print(f"model: hopping={hop}, site offset={bias0}, U={U} (hopping units)")
print(f"model Roothaan polarizations, first four: "
      f"{pol[0]:.4f} {pol[1]:.4f} {pol[2]:.4f} {pol[3]:.4f}")
print(f"model Roothaan two-cycle polarizations: {pol[-2]:.4f} {pol[-1]:.4f}")
print(f"model Roothaan two-cycle energies: {cycle_E[-2]:.6f} "
      f"{cycle_E[-1]:.6f} hopping")
E0, s0, lam0 = rows_r[0, :3]
print(f"model first damping step: E={E0:.6f}, s={s0:.6f} hopping")
E_P, F_P = dimer.energy_fock(aufbau(dimer.energy_fock(start)[1], (1, 1))[0])
c0 = 2 * (E_P - E0 - s0)
print(f"model first step: E(P)={E_P:.6f}, c={c0:.6f} hopping, "
      f"step={lam0:.6f}")
print(f"model energy after first step: {rows_r[1,0]:.6f} hopping")
print(f"model converged energy: {rows_r[-1,0]:.8f} hopping, "
      f"steps={len(rows_r)-1}")
print(f"model one-angle minimum: {best.fun:.8f} hopping")
print(f"model fixed-point polarization: {m_fix:.5f}")
print(f"model Roothaan map slope there: {map_slope:.4f}")
print(f"model spin-broken energy: {rows_b[-1,0]:.6f} hopping")

# ---------- cubic interpolation on its own ----------
grid = np.linspace(0, 1, 201)
err = np.max(np.abs(np.exp(grid) - 1
                    - cubic_value(grid, np.e - 1, 1.0, np.e)))
assert 1 / 384 <= err <= np.e / 384  # fourth derivative lies in [1, e]
bump = 2.0


def trap(x):
    value = 0.5 * x**2 - 0.3 * x + bump * x**2 * (1 - x)**2
    slope = x - 0.3 + 2 * bump * x * (1 - x) * (1 - 2 * x)
    return value, slope


e1, s1 = trap(1.0)
raw = cubic_minimizer(e1, -0.3, s1)
safe, _, n_rej = safeguarded_search(trap, 0.0, -0.3)
assert trap(raw)[0] > 0 and trap(safe)[0] < 0
print(f"trap function: bump={bump}, slope at 0={trap(0.0)[1]:.2f}")
print(f"trap: cubic step={raw:.4f}, change={trap(raw)[0]:+.5f}")
print(f"trap: safe step={safe:.4f}, change={trap(safe)[0]:+.5f}, "
      f"rejections={n_rej}")

# ---------- triplet methylene ----------
bond, angle = 2.0, 130.0
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[['C', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]],
            unit='Bohr', basis='6-31g', spin=2, verbose=0)
w, V = np.linalg.eigh(mol.intor('int1e_ovlp'))
X = V @ np.diag(w**-0.5) @ V.T
h = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
eri = mol.intor('int2e')
for _ in range(4):  # transform one index at a time, cycling the axes
    eri = np.tensordot(eri, X, axes=(0, 0))
nocc, e_nuc = mol.nelec, mol.energy_nuc()
nbas = len(h)
hf = System(h, eri, nocc)
core = aufbau(np.array([h, h]), nocc)[0]

E0, F0 = hf.energy_fock(core)
P0 = aufbau(F0, nocc)[0]
d0 = P0 - core
E1, F1 = hf.energy_fock(P0)
s0, s1 = np.sum(F0 * d0), np.sum(F1 * d0)
c0 = np.sum((F1 - F0) * d0)
step0 = 1.0 if c0 <= -s0 else -s0 / c0
line = [hf.energy_fock(core + x * d0)[0] for x in np.linspace(0, 1, 101)]
assert hf.energy_fock(core + step0 * d0)[0] <= min(line) + 1e-10
assert abs(s0 + s1 - 2 * (E1 - E0)) < 1e-9
assert abs(cubic_minimizer(E1 - E0, s0, s1) - step0) < 1e-7

rng = np.random.default_rng(4)
for _ in range(200):  # random members of the relaxed set
    value = 0.0
    for f, n in zip(F0, nocc):
        for weight in rng.dirichlet(np.ones(3)):
            Q = np.linalg.qr(rng.normal(size=(nbas, n)))[0]
            value += weight * np.sum(f * (Q @ Q.T))
    assert value >= np.sum(F0 * P0)

D_hf, F_hf, rows_hf, builds_hf, _ = optimal_damping(hf, core, 1e-8, 1000)
ref_hf = scf.UHF(mol)
ref_hf.conv_tol = 1e-11
ref_hf.kernel()
assert ref_hf.converged
assert abs(rows_hf[-1, 0] + e_nuc - ref_hf.e_tot) < 1e-6

C = np.linalg.eigh(F_hf[0])[1]
E_mid = hf.energy_fock(D_hf)[0]
pair_curvatures = []
for i in range(nbas):
    for j in range(i):
        ii, jj = np.outer(C[:, i], C[:, i]), np.outer(C[:, j], C[:, j])
        move = np.array([ii - jj, np.zeros_like(ii)])
        second = (hf.energy_fock(D_hf + move)[0]
                  + hf.energy_fock(D_hf - move)[0] - 2 * E_mid)
        ij = np.outer(C[:, i], C[:, j])
        coul = np.einsum('pq,pqrs,rs->', ii, eri, jj, optimize=True)
        exch = np.einsum('pq,pqrs,rs->', ij, eri, ij, optimize=True)
        assert abs(second + 2 * (coul - exch)) < 1e-8
        pair_curvatures.append(second)
assert max(pair_curvatures) < 0

print(f"CH2: bond={bond} bohr, angle={angle} deg, basis functions={nbas}, "
      f"electrons={nocc[0]}+{nocc[1]}")
print(f"CH2 nuclear repulsion: {e_nuc:.8f} Ha (not in cycle energies)")
print(f"HF first segment: s={s0:.6f}, c={c0:.6f} Ha, step={step0:.6f}")
show(rows_hf, "HF")
print(f"HF total energy, damping: {rows_hf[-1,0]+e_nuc:.8f} Ha")
print(f"HF total energy, PySCF: {ref_hf.e_tot:.8f} Ha")
print(f"HF Fock builds needed: {builds_hf}")
print(f"HF largest idempotency defect: {rows_hf[:,3].max():.5f}, "
      f"final: {rows_hf[-1,3]:.2e}")
print(f"HF pair-move curvature range: {min(pair_curvatures):.4f} to "
      f"{max(pair_curvatures):.4f} Ha")

# ---------- hybrid functional on the same molecule ----------
functional = 'pbe0'
grids = dft.gen_grid.Grids(mol)
grids.atom_grid, grids.prune = (30, 110), None
grids.build()
ni = dft.numint.NumInt()
fraction = ni.hybrid_coeff(functional, spin=1)


def semilocal(D):
    _, exc, vxc = ni.nr_uks(mol, grids, functional,
                            np.array([X @ D[0] @ X, X @ D[1] @ X]))
    return exc, np.array([X @ vxc[0] @ X, X @ vxc[1] @ X])


hybrid = System(h, eri, nocc, fraction, semilocal)
E0, F0 = hybrid.energy_fock(core)
d0 = aufbau(F0, nocc)[0] - core


def segment(lam):
    return hybrid.energy_fock(core + lam * d0)[0]


E1, F1 = hybrid.energy_fock(core + d0)
s0, s1 = np.sum(F0 * d0), np.sum(F1 * d0)
slope_mid = np.sum(hybrid.energy_fock(core + 0.5 * d0)[1] * d0)
assert abs((segment(0.501) - segment(0.499)) / 0.002 - slope_mid) < 1e-5

lam_c = cubic_minimizer(E1 - E0, s0, s1)
true = minimize_scalar(segment, bounds=(0, 1), method='bounded',
                       options={'xatol': 1e-5})
points = np.append(np.linspace(0, 1, 21), [lam_c, true.x])
exact = np.array([segment(x) for x in points]) - E0
cubic_error = np.max(np.abs(exact - cubic_value(points, E1 - E0, s0, s1)))
parabola = s0 * points + (E1 - E0 - s0) * points**2
parabola_error = np.max(np.abs(exact - parabola))
loss = segment(lam_c) - true.fun
assert loss <= 2 * cubic_error + 1e-8

D_h, F_h, rows_h, builds_h, rej_h = optimal_damping(
    hybrid, core, 1e-6, 200, cubic=True)
ref_h = dft.UKS(mol)
ref_h.xc, ref_h.grids, ref_h.conv_tol = functional, grids, 1e-10
ref_h.kernel()
assert ref_h.converged
# the damping run stops at a slope of 1e-6 Ha, hence this tolerance
assert abs(rows_h[-1, 0] + e_nuc - ref_h.e_tot) < 1e-5

print(f"PBE0: exact-exchange fraction={fraction:.2f}, "
      f"grid points={len(grids.weights)}")
print(f"PBE0 first segment: rise={E1-E0:.6f}, s0={s0:.6f}, s1={s1:.6f} Ha")
print(f"PBE0 first segment: cubic step={lam_c:.5f}, true step={true.x:.5f}")
print(f"PBE0 energy lost by cubic step: {loss:.2e} Ha")
print(f"PBE0 model errors: cubic={cubic_error:.2e}, "
      f"parabola={parabola_error:.2e} Ha")
show(rows_h, "PBE0")
print(f"PBE0 total energy, damping: {rows_h[-1,0]+e_nuc:.7f} Ha")
print(f"PBE0 total energy, PySCF: {ref_h.e_tot:.7f} Ha")
print(f"PBE0 Fock builds: {builds_h}, rejected trials: {rej_h}")
print(f"PBE0 final idempotency defect: {rows_h[-1,3]:.2e}")
print("done: every assertion held")
```

Printed output:

```
model: hopping=1.0, site offset=1.0, U=6.0 (hopping units)
model Roothaan polarizations, first four: -0.4472 0.6439 -0.9249 0.9154
model Roothaan two-cycle polarizations: -0.9561 0.9212
model Roothaan two-cycle energies: 4.200499 5.689380 hopping
model first damping step: E=1.363932, s=-1.578016 hopping
model first step: E(P)=3.357684, c=7.143537 hopping, step=0.220901
model energy after first step: 1.189639 hopping
model converged energy: 0.93756127 hopping, steps=35
model one-angle minimum: 0.93756127 hopping
model fixed-point polarization: -0.12476
model Roothaan map slope there: -2.9302
model spin-broken energy: -0.341858 hopping
trap function: bump=2.0, slope at 0=-0.30
trap: cubic step=0.3000, change=+0.04320
trap: safe step=0.0748, change=-0.01006, rejections=1
CH2: bond=2.0 bohr, angle=130.0 deg, basis functions=13, electrons=5+3
CH2 nuclear repulsion: 6.27584448 Ha (not in cycle energies)
HF first segment: s=-3.597585, c=1.595188 Ha, step=1.000000
HF cycle 0: E=-42.00959307 Ha, s=-3.598e+00 Ha, step=1.0000
HF cycle 1: E=-44.80958364 Ha, s=-4.379e-01 Ha, step=1.0000
HF cycle 2: E=-45.16164650 Ha, s=-2.747e-02 Ha, step=1.0000
HF cycle 3: E=-45.18526425 Ha, s=-1.591e-03 Ha, step=1.0000
HF cycle 4: E=-45.18688494 Ha, s=-1.735e-04 Ha, step=1.0000
HF cycle 14: E=-45.18720187 Ha, s=-4.179e-09 Ha, step=0.0000
HF total energy, damping: -38.91135739 Ha
HF total energy, PySCF: -38.91135740 Ha
HF Fock builds needed: 15
HF largest idempotency defect: 0.00000, final: -1.78e-15
HF pair-move curvature range: -1.4695 to -0.4499 Ha
PBE0: exact-exchange fraction=0.25, grid points=9904
PBE0 first segment: rise=-1.992140, s0=-4.922234, s1=0.978997 Ha
PBE0 first segment: cubic step=0.83695, true step=0.82778
PBE0 energy lost by cubic step: 2.45e-04 Ha
PBE0 model errors: cubic=2.24e-02, parabola=2.69e-02 Ha
PBE0 cycle 0: E=-42.20365722 Ha, s=-4.922e+00 Ha, step=0.8370
PBE0 cycle 1: E=-44.28043699 Ha, s=-1.365e+00 Ha, step=1.0000
PBE0 cycle 2: E=-45.15041590 Ha, s=-3.739e-01 Ha, step=0.6822
PBE0 cycle 3: E=-45.27767094 Ha, s=-9.351e-02 Ha, step=1.0000
PBE0 cycle 4: E=-45.36200984 Ha, s=-6.980e-03 Ha, step=0.6774
PBE0 cycle 9: E=-45.36603046 Ha, s=-5.518e-07 Ha, step=0.0000
PBE0 total energy, damping: -39.0901860 Ha
PBE0 total energy, PySCF: -39.0901865 Ha
PBE0 Fock builds: 15, rejected trials: 0
PBE0 final idempotency defect: 1.10e-06
done: every assertion held
```
